# Why Swapping Source and Drain Reveals Hot-Carrier Damage Near the Drain

## The situation

An n-channel MOSFET is stressed at high drain voltage, and hot carriers leave electrons trapped at the Si/SiO2 interface, close to the drain. Measured in saturation with the same terminals as source and drain (the forward read), the current may hardly change. With the two terminals exchanged (the reverse read), the loss can be several times larger, although the trapped charge is the same.

One might conclude that a defect has little influence everywhere except close to the source. In the model below that is wrong. The influence of a small charge is zero at the drain, greatest around pinch-off, and moderate at the source. This decides when the swap makes damage more visible and when it makes it less so.

## Model and conventions

Let $x$ run from the acting source ($x=0$) to the acting drain ($x=L$), let $V(x)$ be the channel potential, and let $E=V'>0$. The gate overdrive $U$ is the gate voltage minus the threshold of the fresh device. Trapped negative charge raises the local threshold by $\delta(x)\ge 0$. The gate voltage is the same before and after damage, and the trapped charge is held fixed when the terminals are exchanged. The device is otherwise symmetric.

Write the mobile charge per area as $C_{ox}q$, with $q$ in volts, and take the velocity as $\mu E/(1+E/E_c)$. With the reduced source current $i=I/(W\mu C_{ox})$, continuity gives

$$i=\frac{qE}{1+E/E_c}\quad\Rightarrow\quad q=i\left(\frac1E+\frac1{E_c}\right).$$

Apply Gauss's law to a slice of depth $x_j$, with the lateral field taken as uniform over that depth. The lateral flux leaving the slice is $-\varepsilon_{si}x_jV''$ per unit area of interface, the flux to the gate is $C_{ox}(V-U)$, and the enclosed charge is $-C_{ox}(q+\delta)$. Constant depletion charge is absorbed in the threshold. Hence

$$\ell^2V''=V-U+\delta+q,\qquad \ell^2=\frac{\varepsilon_{si}}{\varepsilon_{ox}}t_{ox}x_j. \tag{1}$$

The boundary conditions are $V(0)=0$, $V(L)=V_D$ and local neutrality at the source, $q(0)=U-\delta(0)$. Diffusion is left out here and sized later.

## Why charge near the drain is hidden

Multiply (1) by $E=V'$. Since $qE=i(1+E/E_c)$, every term integrates from source to drain:

$$i\left(L+\frac{V_D}{E_c}\right)=UV_D-\frac{V_D^2}{2}-\int_0^L\delta E\,dx+\frac{\ell^2}{2}\left(E_L^2-E_0^2\right). \tag{2}$$

The term $-\int\delta E\,dx$ is large where the field is large, so by itself it would make drain-side charge very harmful. But the drain field adjusts. Field lines from the drain end on the trapped charge, $E_L$ rises, and the last term gives back nearly all of the loss. To find what remains for charge at any position, (1) must be linearized.

## The influence of a small charge

Let the charge change $V$ to $V+v$ and $i$ to $i+\Delta i$. To first order, $q$ changes by $\Delta i(1/E+1/E_c)-(i/E^2)v'$, so

$$\ell^2v''+\frac{i}{E^2}v'-v=\delta+\Delta i\left(\frac1E+\frac1{E_c}\right). \tag{3}$$

Here $E$ and $i$ belong to the fresh device. Define

$$\Theta(x)=\int_x^L\frac{i}{\ell^2E^2}\,dx',\qquad P=e^{-\Theta},\qquad P'=\frac{i}{\ell^2E^2}P.$$

Multiplying (3) by $P/\ell^2$ turns its left side into $(Pv')'-Pv/\ell^2$.

One solution of the homogeneous equation is already known. Differentiating (1) for the fresh device gives $\ell^2E''=E-(i/E^2)E'$, so $v=E$ is a solution. Seek a second one, $w=Eh$, that vanishes at the drain. Substitution leaves $(PE^2h')'=0$, so we may choose $h'=-1/(PE^2)$ and $h(L)=0$. Because $(e^{\Theta})'=-ie^{\Theta}/(\ell^2E^2)$,

$$h(x)=\int_x^L\frac{e^{\Theta}}{E^2}\,dx'=\frac{\ell^2}{i}\left(e^{\Theta(x)}-1\right).$$

Drop the constant $\ell^2/i$ and use $w=E(e^{\Theta}-1)$. Multiply the transformed equation by $w$ and integrate by parts twice. The left side becomes $[P(wv'-w'v)]_0^L$. Since $v$ vanishes at both ends and $w(L)=0$, one term at the source survives. With $f=Pw$,

$$-\ell^2f(0)v'(0)=\int_0^Lf\left[\delta+\Delta i\left(\frac1E+\frac1{E_c}\right)\right]dx,\qquad f=E\left(1-e^{-\Theta}\right).$$

For $\delta(0)=0$, neutrality keeps $q(0)$ fixed. Setting its first-order change to zero gives $v'(0)=\Delta i\,E_0(1+E_0/E_c)/i$. Collecting the terms in $\Delta i$,

$$\frac{\Delta I}{I}=-\int_0^LS\,\delta\,dx,\qquad S=\frac{f}{iN}, \tag{4}$$

$$N=\int_0^Lf\left(\frac1E+\frac1{E_c}\right)dx+\frac{\ell^2f(0)E_0(1+E_0/E_c)}{i}.$$

The influence is thus the local field times a factor that goes to zero at the drain. The factor is close to one where mobile charge between the defect and the drain can respond strongly to the disturbance ($\Theta\gg1$).

**In the gradual channel**, $\ell^2V''$ is negligible and $\Theta\gg1$. Then (1) gives $i/E=V_p-V$ with $V_p=U-i/E_c$. Integrating $(V_p-V)V'=i$ from the source yields

$$S\propto E=\frac{i}{\sqrt{V_p^2-2ix}}. \tag{5}$$

The influence grows away from the source, because a given loss of charge matters more where less mobile charge is present.

**Beyond pinch-off**, defined here as the point $x_p$ where $V=V_p$, neglect $i/E$ in (1). Then $\ell^2V''=V-V_p$, and $V-V_p\approx A\sinh y$ with $y=(x-x_p)/\ell$. The field is $E=(A/\ell)\cosh y$. Let $d=L-x$ be the distance from the drain and $y_L$ the value of $y$ there. Then

$$\Theta=\frac{i\ell}{A^2}(\tanh y_L-\tanh y)=\frac{i\ell}{A^2}\frac{\sinh(d/\ell)}{\cosh y_L\cosh y}.$$

For small $\Theta$, $f\approx E\Theta$. If the pinched-off region is several $\ell$ long, $A\cosh y_L\approx A\sinh y_L=V_D-V_p$, and

$$f\approx\frac{i\,\sinh(d/\ell)}{V_D-V_p}. \tag{6}$$

In the reverse read the same defect lies near the source, where $f\approx E_0=i/V_p$. The factor $1/(iN)$ is common to both reads, so

$$\frac{S_{\rm forward}}{S_{\rm reverse}}\approx\frac{V_p}{V_D-V_p}\sinh\frac d\ell,\qquad d^*\approx\ell\,\mathrm{arsinh}\frac{V_D-V_p}{V_p}. \tag{7}$$

The two reads are equally sensitive at $d=d^*$. For small charges in the drain half of the channel, the swap increases the loss if they lie closer to the drain than this, and reduces it if they lie farther away. For charges in the source half the roles of the two reads are exchanged.

## How large the effect is

Take a silicon device with $L=500$ nm, $t_{ox}=7$ nm, $x_j=70$ nm, $\mu=400$ cm²/Vs, saturation velocity $8\times10^6$ cm/s and $U=0.50$ V, at 300 K. The saturation reads use $V_D=2.0$ V. Equation (1) gives $\ell=\sqrt{3\times7\times70}=38.3$ nm. The critical field is 0.020 MV/cm, so $E_cL=1.0$ V. The numerical solution has $iL=0.108$ V², hence $V_p=0.50-0.108=0.392$ V, and a current of 42.8 µA/µm.

Pinch-off lies 384 nm from the source. The influence, in percent of current per V nm of threshold shift, is:

- 0.45 at the source
- 0.80 at mid-channel
- 1.17 at its maximum, 339 nm from the source
- 0.83 at pinch-off
- 0.09 at 30 nm from the drain

A defect just beyond pinch-off is therefore still more visible than one at the source. Equation (4) was tested against current changes from the nonlinear equation, using 2 mV Gaussian patches at six positions from 30 to 470 nm. The largest relative deviation was 0.09 %.

Now place trapped electrons 30 nm from the stressed drain, with a peak density of $5\times10^{11}$ cm⁻² and a Gaussian standard deviation of 10 nm. The peak shift is 0.162 V. Equation (7) gives an influence ratio of $(0.392/1.608)\sinh(0.783)=0.211$; small patches give 0.206.

| Read | Forward loss | Reverse loss |
|---|---|---|
| Saturation, 2.0 V | 0.40 % | 2.65 % |
| Linear, 0.05 V | 2.43 % | 2.14 % |

The saturation losses differ by a factor of 6.6. First-order theory gives 0.39 % and 1.91 %. The reverse loss exceeds it because the peak shift is 41 % of $V_p$: in the gradual channel $i/E=V_p-V-\delta$, so the field needed to carry the current rises faster than linearly with $\delta$.

The balance (2) shows the hiding directly. Compare the fresh and damaged devices in the forward read. The direct loss $\int\delta E\,dx$ is 0.0839 V², the higher drain field returns 0.0826 V², and 0.0013 V² is left to reduce the current.

In the linear read there is no pinched-off region, and the strong contrast disappears. The forward loss is slightly larger, as (5) suggests, since the mobile charge is a little smaller at the drain end.

For small charges the break-even distance is 91 nm, against 81 nm from (7); with the full charge of the example it is about 100 nm. Part of the difference arises because (7) uses the influence at the source itself, while the reverse influence grows with distance from it. If the same charge is centred at the maximum of $S$, 161 nm from the drain, the forward loss is 5.8 % and the reverse loss 3.6 %. There the swap makes the damage less visible.

## What real devices change

The parameters are rough values typical of sub-micrometre silicon technology, not those of a particular product. Each change below is made with the others held fixed, and losses refer to the source current unless stated otherwise.

- **Diffusion** raises the fresh current by 6 % and gives losses of 0.39 % and 2.03 %. Their ratio falls from 6.6 to 5.2, a larger shift than either change in the next item produces. These values let the electrostatic field set the velocity saturation; if the gradient of the quasi-Fermi level sets it instead, they become about 4 %, 0.39 % and 2.10 %. Degeneracy raises the ratio of diffusion coefficient to mobility by a further factor of at most about 1.2 at the source, the value if all electrons were in the lowest subband. This is not included in these losses. Diffusion also weakens the influence of charge within roughly 20 nm of the source, so the value of 0.45 given above for the source itself belongs to the drift model and is too high for a real device.
- **Velocity and body charge.** A saturation velocity 1.5 times higher, a crude stand-in for overshoot, gives 0.45 % and 2.67 %. A body factor of 1.2 gives 0.38 % and 2.67 %.
- **Lateral length.** Equation (1) takes the lateral field as uniform over the depth $x_j$. Here $x_j$ is ten times the oxide thickness, so this is a rough approximation. For the same slab without mobile charge and with no flux through its lower face, Laplace's equation gives the longest decay length from $\tan(x_j/\ell)\tan(t_{ox}/\ell)=\varepsilon_{ox}/\varepsilon_{si}$. The result is 57 nm instead of 38 nm. At given $V_p$, the distance $d^*$ in (7) grows in proportion to $\ell$. The losses were not recalculated with the longer length.
- **Scattering by the defects.** A local mobility loss of 20 % at the peak, without trapped charge, costs 0.01 % forward and 1.0 % in reverse. It would add to the contrast. A small relative mobility loss $m(x)$ at fixed saturation velocity enters (1) like a shift $\delta=m\,i/E$, so its influence is proportional to $f/E=1-e^{-\Theta}$. This factor falls steadily towards the drain, so it has no break-even distance: in the drain half such damage always costs more in reverse. At pinch-off, 116 nm from the drain, the same mobility loss costs 0.36 % forward and 1.0 % in reverse.
- **Impact ionization** acts on the drain current. A local-field estimate with rough silicon coefficients would add some 4 to 5 % to it in the forward read, and somewhat more after damage than before, because the trapped charge raises the drain field. The size is probably far too high: the drain field builds up over only about $\ell$, and carriers need a comparable or longer distance to gain the energy that the local field implies. Whether the extra current masks part of the forward loss in the drain current is therefore not settled here.

Tunnelling through a defect-free oxide (about $10^{-22}$ A/cm² even with the full drain bias across it) and self-heating (about 0.7 K) are negligible here. Effects not sized here include trap occupancy that changes between reads, and damage above a lightly doped drain extension, where it can act as series resistance.

## What to do about it

Record forward and reverse currents before stress as well as after, so that built-in asymmetry is not taken for damage. Apply the same gate and drain voltages in all saturation reads. The gate voltage should not be readjusted to a threshold measured after stress, since a higher gate voltage itself raises the current and so obscures the loss being sought. Add a linear read, which does not hide the drain side in this example. Where possible, use the source current in saturation, to keep the current added by impact ionization out of the comparison.

If the damage is known to lie in the drain half of the channel, as assumed here after stress at high drain voltage, a reverse loss well above the forward loss points to damage closer to the drain than $d^*$, provided the damage acts mainly as trapped charge; a local mobility loss makes the reverse loss the larger one beyond $d^*$ as well. Without that knowledge the sign alone is ambiguous: by symmetry, the charge of the last example placed 161 nm from the source instead of the drain would give 3.6 % forward and 5.8 % in reverse. For small, fixed, localized charge with negligible mobility loss, (7) also gives a distance; a mobility loss at the same place near the drain lowers the ratio of forward to reverse loss and makes that distance too small. If $R$ is the forward loss divided by the reverse loss, and $V_p$ belongs to the fresh device,

$$d\approx\ell\,\mathrm{arsinh}\left[R\,\frac{V_D-V_p}{V_p}\right].$$

The first-order losses of the example give $R=0.206$ and $d\approx29$ nm, close to the true 30 nm. This tests the formula only within the model: in a real device, any relative error in $\ell$ carries over to $d$ in full. The full losses give $R=0.152$ and $d\approx23$ nm, because the reverse loss is no longer linear in the charge. The estimate thus needs losses that are still proportional to the trapped charge, yet large enough to measure. This is demanding, since the forward loss is only 0.40 % even with the full charge of the example. For charge much closer to the drain than about 20 nm in this example, it gives too large a distance, because diffusion, left out of (7), weakens the reverse loss there.

A forward loss above the reverse loss in saturation suggests charge farther from the drain than $d^*$, possibly around pinch-off. The distance formula should not be used there, because (6) requires small $\Theta$. According to (7), a higher $V_D$ at fixed gate voltage increases $d^*$ and so widens the region in which the reverse read is the more sensitive. The price is more impact ionization and possible further stress during the measurement. The numerical output gives the remaining values.

## Calculated quantities

```
channel length 500 nm, oxide 7 nm, junction depth 70 nm
mobility 400 cm2/Vs, saturation velocity 8.0e+06 cm/s
gate overdrive 0.50 V, temperature 300 K
drain voltage: saturation 2.00 V, linear 0.05 V
relative permittivities: Si 11.7, SiO2 3.9
oxide capacitance 0.493 uF/cm2
lateral length ell 38.3 nm
critical field Ec 0.020 MV/cm
trapped density 5.0e+11 cm^-2, peak shift 0.162 V
damage 30 nm from drain, Gaussian sigma 10 nm
reduced current i*L 0.10835 V^2
fresh saturation current 42.76 uA/um
fresh linear current 8.93 uA/um
pinch-off potential Vp 0.392 V
pinch-off position 384 nm from source
Theta at pinch-off 0.41
field at source 0.0055 MV/cm
field at drain 0.425 MV/cm
greatest influence at 339 nm from source
S at 0 nm: 0.4497 % per (V nm)
S at 250 nm: 0.7988 % per (V nm)
S at 384 nm: 0.8323 % per (V nm)
S at 339 nm: 1.1714 % per (V nm)
S at 470 nm: 0.0932 % per (V nm)
S at 500 nm: 0.0000 % per (V nm)
Theta at damage, forward 0.0058
largest deviation of S from finite differences 9.0e-04
influence ratio 200 nm to 50 nm: numeric 1.387, channel law 1.405
forward/reverse influence: numeric 0.206, formula 0.211
break-even distance from drain 91 nm, estimate 81 nm
saturation loss: forward 0.402 %, reverse 2.652 %
reverse/forward loss ratio 6.60
first-order loss: forward 0.392 %, reverse 1.905 %
linear-read loss: forward 2.428 %, reverse 2.137 %
charge at greatest influence: forward 5.80 %, reverse 3.58 %
forward balance: direct loss 0.08394 V^2
forward balance: field relief 0.08264 V^2
forward balance: left for current 0.00131 V^2
diffusion changes fresh current by 6.35 %
loss with diffusion: forward 0.389 %, reverse 2.025 %
loss with vsat x 1.5: forward 0.450 %, reverse 2.674 %
loss with body factor 1.2: forward 0.382 %, reverse 2.666 %
20 % local mobility loss alone: forward 0.007 %, reverse 1.021 %
impact ionization adds to drain current: fresh 4.05 %, damaged forward 4.60 %
oxide field bound 2.86 MV/cm, tunnel current 1e-22 A/cm2
source sheet density 1.54e+12 cm^-2
degeneracy raises diffusion/mobility ratio by 1.20 times
self-heating about 0.7 K
```
